# Why forward and reverse intersystem crossing do not share one prefactor

An excited molecule sits in its lowest excited singlet state S. A triplet T lies slightly below it, close enough for heat to bring population back. Intersystem crossing takes S to T with rate constant \(k_{\rm ISC}\); reverse intersystem crossing takes T to S with rate constant \(k_{\rm RISC}\). Suppose both have been obtained at one temperature. What energy gap \(\Delta E\) does their ratio imply?

A tempting answer runs as follows. The same spin-orbit coupling drives both processes, and its squared modulus is the same in both directions. The two rates therefore share one prefactor and differ by the thermal cost of climbing the gap:

\[
\frac{k_{\rm RISC}}{k_{\rm ISC}}\overset{?}{=}e^{-\Delta E/kT}.
\]

The premise is sound for a transition between two individual quantum states. But T is not one state. It has three spin sublevels, and a rate constant for "the triplet" has already summed or averaged over them. The correct ratio, for equal vibrational partition functions in S and T and equally populated triplet sublevels, is

\[
\frac{k_{\rm RISC}}{k_{\rm ISC}}=\frac13\,e^{-\Delta E/kT}.
\]

Here \(\Delta E>0\) is the energy of the lowest vibronic level of S minus that of T. Energies are given in meV and rates in s\(^{-1}\), because atomic units are awkward at these scales.

## What the coupling does to the three sublevels

Take two unpaired electrons with spins \(\mathbf s_1,\mathbf s_2\), in units of \(\hbar\), and a spin-orbit operator \(\mathbf h_1\cdot\mathbf s_1+\mathbf h_2\cdot\mathbf s_2\), where \(\mathbf h_i\) acts on the orbital motion of electron \(i\). It can be rearranged as

\[
\tfrac12(\mathbf h_1+\mathbf h_2)\cdot(\mathbf s_1+\mathbf s_2)
+\tfrac12(\mathbf h_1-\mathbf h_2)\cdot(\mathbf s_1-\mathbf s_2).
\]

Multiplying out confirms this: the cross terms cancel. The total spin \(\mathbf S=\mathbf s_1+\mathbf s_2\) gives zero on the singlet spin function \(|S\rangle\), so the second term alone connects singlet and triplet. Its orbital matrix element is a vector \(\mathbf a\), which leaves the spin operator \(W=\mathbf a\cdot(\mathbf s_1-\mathbf s_2)\). For real orbitals \(\mathbf a\) is purely imaginary; the common factor \(i\) can be absorbed in the phase of one spatial state, so \(\mathbf a\) is taken real below. In this one-electron picture \(\mathbf a\) vanishes when S and T are built from the same two real orbitals, so a nonzero value requires a difference in orbital character or admixture of another state.

Define three spin functions, \(k=x,y,z\), by

\[
|T_k\rangle=(s_{1k}-s_{2k})|S\rangle=2s_{1k}|S\rangle .
\]

The second form uses \(s_{2k}|S\rangle=-s_{1k}|S\rangle\). For one spin one-half, \(s_{1j}s_{1k}=\tfrac14\delta_{jk}+\tfrac i2\sum_l\epsilon_{jkl}s_{1l}\), and \(\langle S|s_{1l}|S\rangle=0\). Hence

\[
\langle T_j|T_k\rangle=4\langle S|s_{1j}s_{1k}|S\rangle=\delta_{jk},
\qquad
\langle S|T_k\rangle=0 .
\]

The spin space of two electrons has four dimensions, so these three functions span the triplet. They are the zero-field sublevels when the axes are the principal axes of the zero-field splitting. The couplings follow at once:

\[
V_k=\langle T_k|W|S\rangle=a_k,\qquad \sum_k|V_k|^2=|\mathbf a|^2 .
\]

In another triplet basis the individual squares \(|V_k|^2\) can change. Their sum does not, because \(\sum_m|\langle T_m|W|S\rangle|^2\) is the squared length of the triplet vector \(W|S\rangle\).

Let the model emitter have \(\mathbf a=(0.04,\,0.10,\,0.02)\) meV. The zero-field squares are 0.0016, 0.0100 and 0.0004 meV\(^2\). In a strong field along \(z\), the outer sublevels are equal-weight combinations of \(T_x\) and \(T_y\), so for real \(\mathbf a\) each has \((a_x^2+a_y^2)/2=0.0058\) meV\(^2\), and the middle one keeps 0.0004 meV\(^2\). Either way the sum is 0.0120 meV\(^2\).

## One sublevel at a time

Let \(v\) label the vibrational levels of S, with energies \(\varepsilon_v\) counted from the lowest, and let \(u\) label those of T, with energies \(\eta_u\) counted likewise. The partition functions are \(Q_S=\sum_v e^{-\varepsilon_v/kT}\) and \(Q_T=\sum_u e^{-\eta_u/kT}\). Assume that the coupling is weak enough for the golden rule, that it does not depend on geometry, and that vibrations are thermal in the initial electronic state. Neglect the small energy differences among the sublevels in the energy condition and the thermal weights. Treating the sublevels as three independent channels still requires that they be split from one another by much more than \(\hbar\) times the reverse rates, about \(3\times10^{-6}\) meV in the example below, or be mixed by spin relaxation; among exactly degenerate sublevels only the combination along \(W|S\rangle\) couples to S. Then

\[
k(S\to m)=\frac{2\pi}{\hbar}|V_m|^2\sum_{vu}\frac{e^{-\varepsilon_v/kT}}{Q_S}
|\langle u|v\rangle|^2\,\delta(\Delta E+\varepsilon_v-\eta_u),
\]

\[
k(m\to S)=\frac{2\pi}{\hbar}|V_m|^2\sum_{vu}\frac{e^{-\eta_u/kT}}{Q_T}
|\langle v|u\rangle|^2\,\delta(\Delta E+\varepsilon_v-\eta_u).
\]

The squared overlaps are equal and energy conservation is the same condition in both lines. The thermal weights differ. Where the delta function is nonzero, \(\eta_u=\Delta E+\varepsilon_v\), so \(e^{-\eta_u/kT}=e^{-\Delta E/kT}e^{-\varepsilon_v/kT}\). Substituting this in the second line reproduces the first, apart from constants:

\[
k(m\to S)=\frac{Q_S}{Q_T}\,e^{-\Delta E/kT}\,k(S\to m).
\]

This is the valid core of the belief. With \(Q_S=Q_T\), one sublevel and the singlet do share a prefactor. A geometry-dependent coupling changes nothing here: \(|V_m|^2|\langle u|v\rangle|^2\) becomes \(|\langle u|V_m|v\rangle|^2\), which is again the same in both directions.

## Where the three enters

Let \(P_S\) be the singlet population and \(p_m\) the population of sublevel \(m\), with \(P_T=\sum_m p_m\). A singlet molecule may cross to any sublevel. These are alternative outcomes, so their rates add:

\[
\text{flow S to T}=\Big[\sum_m k(S\to m)\Big]P_S
\quad\Rightarrow\quad k_{\rm ISC}=\sum_m k(S\to m).
\]

A triplet molecule is in one sublevel or another. If the sublevels are equally populated, \(p_m=P_T/3\), and

\[
\text{flow T to S}=\sum_m k(m\to S)\,\frac{P_T}{3}
\quad\Rightarrow\quad k_{\rm RISC}=\frac13\sum_m k(m\to S).
\]

Inserting the result for one sublevel gives

\[
\frac{k_{\rm RISC}}{k_{\rm ISC}}
=\frac{\tfrac13\,(Q_S/Q_T)\,e^{-\Delta E/kT}\sum_m k(S\to m)}{\sum_m k(S\to m)}
=\frac13\,\frac{Q_S}{Q_T}\,e^{-\Delta E/kT}.
\]

The couplings have cancelled, so they need not be equal. Even if a single sublevel couples to S, the factor one third remains: forward, the whole coupling strength acts; backward, one triplet molecule in three is in a position to use it.

The limit of a vanishing gap isolates the counting. With \(Q_S=Q_T\) and \(\Delta E\to0\) neither direction is uphill overall, and any activation barrier is the same both ways, yet \(k_{\rm RISC}=k_{\rm ISC}/3\).

The factor can be lost or applied twice through the meaning of a single symbol \(V^2\). If \(V^2\) is the sum of the three squares, the forward rate contains \(V^2\) and the reverse rate \(V^2/3\). If \(V^2\) is their mean, the forward rate contains \(3V^2\) and the reverse rate \(V^2\). Both conventions give one third. Using the same \(V^2\) in both directions drops the factor. Putting the sum in the forward rate and the mean in the reverse rate, then dividing the reverse rate by three again, gives one ninth.

A second route to double counting goes through free energy. The correct ratio for \(Q_S=Q_T\) can be written

\[
\frac13e^{-\Delta E/kT}=\exp\!\left[-\frac{\Delta E+kT\ln3}{kT}\right].
\]

The bracket contains the free-energy gap, including the spin entropy \(k\ln3\) of the triplet. If that gap is used in the exponent, the one third is already inside and must not be written in front as well.

## Numbers from a vibrational model

To obtain actual rates, let the vibrations be harmonic modes whose equilibrium positions differ between S and T but whose frequencies do not. Measure \(t\) in units of \(\hbar\)/energy, and let \(\omega_j\) denote the quantum of mode \(j\) as an energy. Writing \(2\pi\delta(x)=\int dt\,e^{ixt}\) in the golden rule gives

\[
k(S\to m)=\frac{|V_m|^2}{\hbar}K(\Delta E),\qquad
K(\epsilon)=\int_{-\infty}^{\infty}\!dt\,e^{i\epsilon t}
\big\langle e^{iH_St}e^{-iH_Tt}\big\rangle ,
\]

where \(H_S,H_T\) are the vibrational Hamiltonians counted from their lowest levels and the average is thermal in S.

For one mode, \(H_S=\omega b^\dagger b\) and \(H_T=DH_SD^\dagger\), with the displacement operator \(D=e^{A(0)}\) and

\[
A(t)=g\,(b^\dagger e^{i\omega t}-b\,e^{-i\omega t}).
\]

Since \(e^{iH_St}De^{-iH_St}=e^{A(t)}\), the operator in the average is \(e^{A(t)}e^{-A(0)}\). The commutator \([A(t),A(0)]=2ig^2\sin\omega t\) is a number, so

\[
e^{A(t)}e^{-A(0)}=e^{A(t)-A(0)}\,e^{-ig^2\sin\omega t}.
\]

A linear combination of \(b\) and \(b^\dagger\) is Gaussian in a thermal harmonic state, so the average of its exponential is the exponential of half its mean square. With \(n\) the mean occupation, \(2n+1=\coth(\omega/2kT)\), and \(|e^{i\omega t}-1|^2=2(1-\cos\omega t)\),

\[
\tfrac12\big\langle[A(t)-A(0)]^2\big\rangle
=-g^2\coth\frac{\omega}{2kT}\,(1-\cos\omega t).
\]

Independent modes multiply. With \(S_j=g_j^2\), therefore, \(K(\epsilon)=\int dt\,e^{i\epsilon t-G(t)}\) and

\[
G(t)=\sum_jS_j\Big[\coth\frac{\omega_j}{2kT}(1-\cos\omega_jt)+i\sin\omega_jt\Big].
\]

The reverse process exchanges S and T. This reverses the signs of \(g_j\) and of the released energy; \(G\) depends on \(g_j^2\), so \(k(m\to S)=|V_m|^2K(-\Delta E)/\hbar\).

If all modes are slow, \(\omega_j\ll kT\), and the integrand dies out while \(\omega_jt\ll1\), then \(\coth(\omega_j/2kT)\approx2kT/\omega_j\), \(1-\cos\omega_jt\approx\omega_j^2t^2/2\) and \(\sin\omega_jt\approx\omega_jt\). With the reorganization energy \(\lambda=\sum_jS_j\omega_j\), this gives \(G\approx\lambda kT\,t^2+i\lambda t\). For released energies not too far from \(\lambda\), the resulting Gaussian integral is a good approximation. It is the Marcus form:

\[
K(\epsilon)=\sqrt{\frac{\pi}{\lambda kT}}\;
\exp\!\left[-\frac{(\lambda-\epsilon)^2}{4\lambda kT}\right].
\]

The barriers are \((\lambda-\Delta E)^2/4\lambda\) forward and \((\lambda+\Delta E)^2/4\lambda\) in reverse. Their difference is \(4\lambda\Delta E/4\lambda=\Delta E\), as detailed balance requires.

Choose \(\Delta E=100\) meV, \(\lambda=200\) meV and \(T=300\) K, so \(kT=25.85\) meV. The barriers are \(100^2/800=12.5\) meV and \(300^2/800=112.5\) meV. The integrals are \(K(\Delta E)=1.520\times10^{-2}\) and \(K(-\Delta E)=3.176\times10^{-4}\) meV\(^{-1}\). Forward, the summed coupling enters:

\[
k_{\rm ISC}=\frac{0.0120\times1.520\times10^{-2}\ \text{meV}}{\hbar}
=2.77\times10^{8}\ \text{s}^{-1}.
\]

In reverse, sublevels \(x,y,z\) have rates \(0.772\), \(4.825\) and \(0.193\) in units of \(10^6\) s\(^{-1}\). Their average is

\[
k_{\rm RISC}=\frac{0.772+4.825+0.193}{3}\times10^6
=1.93\times10^6\ \text{s}^{-1}.
\]

The ratio is 0.00697. The Boltzmann factor alone is 0.0209, three times too large.

This does not hinge on classical vibrations. For a continuous bath with Huang-Rhys density proportional to \(\omega^2e^{-\omega/\omega_c}\), \(\omega_c=10\) meV and the same \(\lambda\), the full time integral gives \(3.01\times10^8\) and \(2.10\times10^6\) s\(^{-1}\). Both rates exceed their Marcus values by the same 8.6%. They must change together, since both descriptions obey detailed balance with the same gap, and the ratio stays at 0.00697.

## Equilibrium as an independent judge

Let S and T exchange population with no other loss, and let all three sublevels be mutually split and couple to S, as in the example. (If they were exactly degenerate and did not interconvert, only the combination \(W|S\rangle\) would fill and \(P_T/P_S\) would stop at 47.9; with a purely axial splitting it would stop at 95.7.) At equilibrium each sublevel is in balance with S. For \(Q_S=Q_T\),

\[
\frac{p_m}{P_S}=\frac{k(S\to m)}{k(m\to S)}=e^{\Delta E/kT}
\quad\Rightarrow\quad
\frac{P_T}{P_S}=3\,e^{\Delta E/kT}.
\]

Statistical mechanics demands the same without mentioning rates: three states at the lower energy, one at the higher. The shared prefactor would predict \(P_T/P_S=47.9\) in the example, and the doubled factor 430.7. The stationary solution of the four-state rate equations gives 143.565.

As a test, this was compared with the Boltzmann state of an explicit two-electron spin Hamiltonian containing the gap and the coupling \(W\). That gives 143.557. The small difference comes from \(W\), which mixes a fraction of about \(|\mathbf a|^2/\Delta E^2=0.012/100^2=1.2\times10^{-6}\) of singlet character into the triplet states. Compared with the singlet's Boltzmann factor of 0.0209, this is a relative correction of \(5.7\times10^{-5}\). The level shifts of order \(|\mathbf a|^2/\Delta E\) caused by \(W\) act the other way by \(0.6\times10^{-5}\), leaving \(5.0\times10^{-5}\), the size of the discrepancy. The golden-rule populations neglect such mixing.

## What the wrong factor does to a gap

Let \(r=k_{\rm RISC}/k_{\rm ISC}\), again with \(Q_S=Q_T\). The correct inversion is \(\Delta E=-kT\ln(3r)\). Dropping the factor means using \(-kT\ln r\), which equals \(\Delta E+kT\ln3\). Doubling it means using \(-kT\ln(9r)\), which equals \(\Delta E-kT\ln3\). At 300 K, \(kT\ln3=28.4\) meV, so the true gap of 100 meV is read as 128.4 or 71.6 meV. The shift does not depend on the gap, so its relative effect grows as the gap shrinks.

Measurements over a range of temperatures offer protection. From

\[
\ln r=-\ln3-\frac{\Delta E}{kT},
\]

the slope against \(1/kT\) gives the gap whatever factor is believed, and the intercept reveals the factor. This relies on \(Q_S=Q_T\): if \(Q_S/Q_T\) varies with temperature, it can shift both the slope and the intercept. Applied to the quantum-bath rates at 250 and 350 K, this gives a gap of 100.0 meV and a prefactor of 0.3333.

The slope must be that of the ratio. In the Marcus regime the reverse rate alone, after its \(T^{-1/2}\) prefactor is removed, has a slope given by its own barrier. Here that is 112.5 meV, not the gap.

## When the factor is not one third

The first condition is \(Q_S=Q_T\). Add a mode with quantum 40 meV in S and 60 meV in T. A harmonic mode has \(Q=1/(1-e^{-\omega/kT})\), which gives \(Q_S=1.270\), \(Q_T=1.109\) and \(Q_S/Q_T=1.146\) at 300 K. The softer singlet has more thermally accessible levels, which partly offsets the triplet's spin advantage:

\[
\frac{k_{\rm RISC}}{k_{\rm ISC}}=1.1456\times0.006966=0.00798 .
\]

An explicit sum over vibronic channels, with this mode also displaced, gives the same value. For \(kT\) well below both quanta the correction tends to 1. For \(kT\) well above them it tends to \(\omega_T/\omega_S=1.5\) in the harmonic model, and the prefactor becomes one half. The spin factor is still one third; a vibrational factor multiplies it. With this mode the fit of \(\ln r\) at 250 and 350 K returns a gap of 104.2 meV and a prefactor of 0.45.

A related condition is that no other electronic state is thermally populated. If a second triplet lies \(\delta\) above T, in rapid equilibrium with it and with the same vibrational partition function, the ratio is divided by \(1+e^{-\delta/kT}\). For \(\delta=50\) meV and \(Q_S=Q_T\), the same fit gives 93.9 meV and 0.23, and \(-kT\ln(3r)\) at 300 K gives 103.5 meV.

The second condition is equal sublevel populations. Thermal populations meet it when the splitting is far below \(kT\): an axial splitting of 0.02 meV at 300 K shifts them from one third by about \(1.7\times10^{-4}\) at most. Kinetics can violate it more seriously. Suppose S also decays by other routes at \(k_{\rm loss}=5\times10^7\) s\(^{-1}\). If the sublevels interconvert rapidly, S and T form a two-state system whose decay rates \(\gamma\) obey

\[
\gamma^2-(k_{\rm ISC}+k_{\rm loss}+k_{\rm RISC})\gamma+k_{\rm loss}k_{\rm RISC}=0 .
\]

For the small root \(\gamma^2\) can be neglected, so

\[
\gamma\approx\frac{k_{\rm loss}k_{\rm RISC}}{k_{\rm ISC}+k_{\rm loss}+k_{\rm RISC}}
=\frac{(5.00\times10^7)(1.93\times10^6)}{3.29\times10^8}
\approx2.9\times10^5\ \text{s}^{-1}.
\]

The full four-state equations with a sublevel exchange rate of \(10^{11}\) s\(^{-1}\) agree, giving \(2.94\times10^5\) s\(^{-1}\). Rapid here means fast compared with the reverse rates: an exchange rate of \(10^7\) s\(^{-1}\) gives \(2.90\times10^5\) s\(^{-1}\), and \(10^6\) s\(^{-1}\) gives \(2.70\times10^5\) s\(^{-1}\).

Without exchange, the slowest decay falls to \(1.51\times10^5\) s\(^{-1}\). Sublevel \(z\) can leave only through S, at \(1.93\times10^5\) s\(^{-1}\), and any refilling from S delays its emptying, so the slowest decay cannot be faster than this. The average \(k_{\rm RISC}\) then describes the return flow when the sublevels happen to be equally filled, but not the late decay, when the weakly coupled sublevel holds more than one third of the remaining triplet population. If all three couplings were equal and the three sublevels mutually split, the return flow would depend on \(P_T\) alone and one rate constant would suffice even without exchange. These no-exchange results need that splitting: for degenerate sublevels only \(W|S\rangle\) is filled, it returns at the sum of the three reverse rates, and the late decay is \(8.72\times10^5\) s\(^{-1}\).

Detailed balance for each sublevel survives this failure. What is lost is the single number called \(k_{\rm RISC}\): an analysis that extracts it from the slow decay, and then a gap from the ratio, would be using a quantity that the one-third formula does not describe. The values quoted here can be followed in the numerical output below.

## Values computed for the example and the checks

```
gap dE = 100.0 meV; reorganization energy = 200.0 meV
temperature = 300.0 K; kT = 25.852 meV
zero-field couplings x, y, z (meV): [0.04 0.1  0.02]
sum of squared couplings = 0.01200 meV^2
mean of squared couplings = 0.00400 meV^2
squared couplings, zero field z, x, y (meV^2): [0.0004 0.0016 0.01  ]
squared couplings, high field -1, 0, +1 (meV^2): [0.0058 0.0004 0.0058]
classical integral K(+dE) = 1.51992e-02 1/meV
classical integral K(-dE) = 3.17611e-04 1/meV
sublevel x: S->T 3.6947e+07 1/s, T->S 7.7206e+05 1/s
sublevel y: S->T 2.3092e+08 1/s, T->S 4.8254e+06 1/s
sublevel z: S->T 9.2367e+06 1/s, T->S 1.9301e+05 1/s
k_ISC, classical, summed = 2.7710e+08 1/s
k_RISC, classical, averaged = 1.9301e+06 1/s
Boltzmann factor exp(-dE/kT) = 0.020897
ratio k_RISC/k_ISC, classical = 0.006966
predicted ratio (1/3)exp(-dE/kT) = 0.006966
classical barriers: ISC 12.50, RISC 112.50 meV
barriers from slow quantum bath: ISC 12.48, RISC 112.48 meV
slow bath (cutoff 0.5 meV) / classical, ISC and RISC: [1.0003 1.0003]
quantum bath cutoff = 10.0 meV
k_ISC, quantum bath = 3.0090e+08 1/s
k_RISC, quantum bath = 2.0959e+06 1/s
quantum / classical: ISC 1.0859, RISC 1.0859
ratio k_RISC/k_ISC, quantum bath = 0.006966
250 K and 350 K: gap from slope = 100.000 meV
250 K and 350 K: prefactor from intercept = 0.33334
P_T/P_S, stationary kinetics = 143.565
P_T/P_S, Boltzmann spin state = 143.557
P_T/P_S if factor dropped = 47.855
P_T/P_S if factor doubled = 430.694
kT ln 3 = 28.40 meV
gap inferred, correct factor = 100.00 meV
gap inferred, factor dropped = 128.40 meV
gap inferred, factor doubled = 71.60 meV
zero-field splitting 0.02 meV: largest shift of a sublevel population from 1/3 = 1.72e-04
changed mode: S 40.0 meV, T 60.0 meV, dimensionless shift 1.0
Q_S = 1.2704, Q_T = 1.1089, Q_S/Q_T = 1.1456
ratio with changed mode, channel sum = 0.007980
ratio with changed mode, formula = 0.007980
singlet loss = 5.00e+07 1/s
slow decay, two-state model = 2.9357e+05 1/s
slow decay, sublevel relaxation 1.0e+11 1/s = 2.9357e+05 1/s
slow decay, no sublevel relaxation = 1.5118e+05 1/s
```
